\section*{Standard States and the Release of a Harmonic Restraint}

\section{Problem}

Consider a molecule that, in the course of a free-energy calculation, has been decoupled from its surroundings, so that it interacts with nothing, while an artificial spring keeps it near a chosen point. The spring must then be removed and the result referred to an agreed concentration. Both steps can be done on paper.

The temperature is $T=298.15$ K. Energies are in kcal/mol and lengths in \text{\AA}. The symbol $kT$ then means the thermal energy per mole of molecules, $kT=0.59248$ kcal/mol, which is the same quantity as $RT$. Where $kT$ or $K$ appears together with $h$, $\hbar$, a molecular mass $m$ or a pressure, it is taken per molecule, that is, divided by $N_A$. Nuclei are classical until part (f).

\begin{enumerate}
\item[(a)] What volume belongs to one molecule at a concentration of 1 mol/L? What volume belongs to one molecule of an ideal gas at 1 atm?
\item[(b)] Derive the chemical potential of an ideal gas as a function of the volume per molecule. By how much does it change when the gas is taken from 1 atm to 1 mol/L at constant temperature?
\item[(c)] A gas reaction $A+B\rightleftharpoons AB$ has $\Delta G^\circ=-3.000$ kcal/mol for a standard state of 1 atm. Find its value for 1 mol/L. If the total concentrations of $A$ and of $B$, free and bound together, are each 0.01 mol/L, what fraction is bound? Show that the fraction does not depend on the standard state.
\item[(d)] The centre of mass $\mathbf r$ of a decoupled molecule is held by
\begin{equation}
U(\mathbf r)=\tfrac12 K|\mathbf r-\mathbf r_0|^2,\qquad K=10\ \text{kcal/mol/\AA}^2 .
\label{eq:U}
\end{equation}
Find the free energy of releasing it into a large box of volume $V$, and then into the standard state of 1 mol/L.
\item[(e)] Obtain the release free energy again by integrating over the spring constant. What happens if the box is infinite?
\item[(f)] Estimate the error of treating the motion in the spring classically, for a molecule of mass 18 u.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] One litre is $10^{27}\ \text{\AA}^3$. For the gas, use $PV=NkT$.
\item[(b)] Write $F=-kT\ln(q^N/N!)$ and take the cost of adding one molecule.
\item[(c)] Products enter a reaction free energy with a plus sign, reactants with a minus sign. Relate pressure to concentration before comparing equilibrium constants.
\item[(d)] The momentum integral is the same with and without the spring. What remains is a ratio of two volumes.
\item[(e)] Differentiate $F$ with respect to $K$, and look at the behaviour near $K=0$.
\item[(f)] Sum the levels of a harmonic oscillator as a geometric series.
\end{enumerate}

\section{Solution}

\subsection*{(a) Volume per molecule}

One litre at 1 mol/L contains $N_A=6.02214\times10^{23}$ molecules, so
\begin{equation}
V^\circ=\frac{10^{27}\ \text{\AA}^3}{6.02214\times10^{23}}=1660.54\ \text{\AA}^3 ,
\end{equation}
or 11206 bohr$^3$. This is a cube of side 11.84 \text{\AA}. For the gas at 1 atm,
\begin{equation}
v_{\rm atm}=\frac{kT}{P}=\frac{4.1164\times10^{-21}\ \text{J}}{101325\ \text{Pa}}
=4.0626\times10^{-26}\ \text{m}^3=40626\ \text{\AA}^3 ,
\end{equation}
where $kT$ is taken per molecule. The gas at 1 atm is more dilute by the factor $v_{\rm atm}/V^\circ=24.465$.

\subsection*{(b) From 1 atm to 1 mol/L}

For one molecule of mass $m$ in a volume $V$, the translational partition function is
\begin{equation}
\frac1{h^3}\int_V d^3r\int d^3p\;e^{-p^2/2mkT}
=\frac{V(2\pi mkT)^{3/2}}{h^3}=\frac{V}{\Lambda^3},
\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\end{equation}
Rotations, vibrations and electronic states contribute a factor $q_{\rm int}$ that does not depend on $V$, so $q=q_{\rm int}V/\Lambda^3$. For $N$ identical, independent molecules $F(N)=-kT\ln(q^N/N!)$, and the chemical potential is
\begin{align}
\mu&=F(N+1)-F(N)=-kT\left[\ln q-\ln(N+1)\right]\nonumber\\
&\simeq-kT\ln\frac qN
=kT\ln\frac{\Lambda^3}{v}-kT\ln q_{\rm int},\qquad v=\frac VN .
\label{eq:mu}
\end{align}
The second line uses $N\gg1$. At fixed temperature $\Lambda$ and $q_{\rm int}$ cancel from a difference:
\begin{equation}
\mu(V^\circ)-\mu(v_{\rm atm})=kT\ln\frac{v_{\rm atm}}{V^\circ}
=0.59248\times3.1973=1.894\ \text{kcal/mol},
\label{eq:shift}
\end{equation}
or 3.019 millihartree. The sign is positive because the gas is compressed. The energy of an ideal gas does not change in an isothermal compression, so the whole cost is lost entropy. Since $PV=NkT$ is also unchanged, the Helmholtz and Gibbs energies change by the same amount.

If the gas standard state is 1 bar instead of 1 atm, the starting volume is slightly larger and the shift is 1.902 kcal/mol.

The shift also enters solvation free energies. Suppose a calculation gives the free energy of transfer from gas to solution at equal concentrations. To refer it to a gas at 1 atm and a solution at 1 mol/L, the gas is first compressed to 1 mol/L and then transferred, so 1.89 kcal/mol is added. The solution standard state is here the ideal dilute one: the solute molecules are taken not to interact with one another.

\subsection*{(c) Reactions}

Let $\nu_i$ be the stoichiometric numbers, positive for products and negative for reactants. Then $\Delta G^\circ=\sum_i\nu_i\mu_i^\circ$. Each $\mu_i^\circ$ rises by the amount in \eqref{eq:shift}, hence
\begin{equation}
\Delta G^\circ_{\rm M}=\Delta G^\circ_{\rm atm}+\Delta n\,kT\ln\frac{v_{\rm atm}}{V^\circ},
\qquad \Delta n=\sum_i\nu_i .
\label{eq:reaction}
\end{equation}
For the association $\Delta n=1-2=-1$, and $\Delta G^\circ_{\rm M}=-3.000-1.894=-4.894$ kcal/mol. Association looks more favourable at the denser standard state because the partners have already paid part of the entropy cost of meeting. For a reaction with $\Delta n=0$ there is no shift.

The composition cannot depend on this bookkeeping. Let $c_i$ be a concentration in mol/L and $p_i$ a pressure in atm. The ideal-gas law gives $p_i=fc_i$ with $f=v_{\rm atm}/V^\circ=24.465$. The equilibrium condition in pressures becomes
\begin{equation}
e^{-\Delta G^\circ_{\rm atm}/kT}=\frac{p_{AB}}{p_Ap_B}=\frac{fc_{AB}}{f^2c_Ac_B}
\quad\Longrightarrow\quad
\frac{c_{AB}}{c_Ac_B}=f\,e^{-\Delta G^\circ_{\rm atm}/kT}
=e^{-\Delta G^\circ_{\rm M}/kT},
\end{equation}
where the last equality is \eqref{eq:reaction} with $\Delta n=-1$. Both conventions therefore state the same condition.

Now let $x$ be the bound fraction and $c=0.01$. With $c_{AB}=xc$ and $c_A=c_B=(1-x)c$,
\begin{equation}
\frac{x}{(1-x)^2}=a,\qquad a=c\,e^{4.894/0.59248}\simeq38.7 .
\end{equation}
Multiplying out gives $ax^2-(2a+1)x+a=0$. The product of the two roots is 1, so the smaller one is the physical fraction:
\begin{equation}
x=\frac{2a+1-\sqrt{4a+1}}{2a}\simeq0.852 .
\end{equation}

\subsection*{(d) Releasing the spring}

The spring acts on the centre of mass, so rotations and internal motion give the same factor before and after release. The momentum integral gives $\Lambda^{-3}$ in both states. The position integral with the spring, extended over all space because the box is much wider than the restrained cloud, is a product of three Gaussian integrals:
\begin{equation}
Z_r=\int d^3r\,e^{-K|\mathbf r-\mathbf r_0|^2/2kT}
=\left(\frac{2\pi kT}{K}\right)^{3/2}.
\end{equation}
It has the dimension of a volume and measures the space available to the restrained molecule. Without the spring the integral is $V$. Free minus restrained,
\begin{equation}
\Delta F_{\rm box}=-kT\ln\frac{V}{\Lambda^3}+kT\ln\frac{Z_r}{\Lambda^3}
=-kT\ln\frac{V}{Z_r}.
\label{eq:box}
\end{equation}
This depends on the size of the simulation box and is not yet a standard free energy. Changing the volume available to the molecule from $V$ to $V^\circ$ adds $-kT\ln(V^\circ/V)=+kT\ln(V/V^\circ)$. The box volume cancels:
\begin{equation}
\Delta F^\circ=-kT\ln\frac{V}{Z_r}+kT\ln\frac{V}{V^\circ}
=-kT\ln\frac{V^\circ}{(2\pi kT/K)^{3/2}} .
\label{eq:release}
\end{equation}
One molecule in $V^\circ$ has the translational free energy $kT\ln(\Lambda^3/V^\circ)$, which agrees with \eqref{eq:mu} at $v=V^\circ$. The end point is thus the 1 mol/L state of part (b).

For $K=10$ kcal/mol/\text{\AA}$^2$ the cloud has a width $s=\sqrt{kT/K}=0.2434$ \text{\AA} along each axis, and $Z_r=0.22714\ \text{\AA}^3$. Therefore
\begin{equation}
\Delta F^\circ=-0.59248\times\ln\frac{1660.54}{0.22714}
=-0.59248\times8.8971=-5.271\ \text{kcal/mol},
\end{equation}
or $-8.401$ millihartree. Release lowers the free energy; imposing the spring on the free molecule costs the same amount with a plus sign.

Two conditions deserve attention. First, $K$ is defined with the factor $\tfrac12$ in \eqref{eq:U}. If a program uses $U=K|\mathbf r-\mathbf r_0|^2$, its spring is twice as stiff for the same $K$. Replacing $K$ by $2K$ in \eqref{eq:release} adds $-\tfrac32kT\ln2=-0.616$ kcal/mol and gives $-5.887$ kcal/mol. Secondly, the molecule must feel no other position-dependent potential. In a binding site with potential $w(\mathbf r)$ the integrand contains $e^{-(w+U)/kT}$, and the Gaussian result \eqref{eq:release} no longer applies.

\subsection*{(e) Integration over the spring constant}

Put $\mathbf r_0$ at the centre of a cubic box of side $L$ and measure $\mathbf r$ from it. Differentiating $F(K)=-kT\ln\int_Ve^{-Kr^2/2kT}d^3r$, up to terms without $K$, gives
\begin{equation}
\frac{dF}{dK}=-kT\,\frac{\int_V\left(-r^2/2kT\right)e^{-Kr^2/2kT}d^3r}{\int_Ve^{-Kr^2/2kT}d^3r}
=\frac{\langle r^2\rangle_K}{2},
\qquad
\Delta F_{\rm box}=-\int_0^K\frac{\langle r^2\rangle_{K'}}{2}\,dK' .
\end{equation}
The minus sign appears because release runs from $K$ down to zero.

In infinite space each axis has variance $kT/K'$, so the integrand is $3kT/2K'$. Its integral from $K_1$ to $K$ is $\tfrac32kT\ln(K/K_1)$, which diverges as $K_1\to0$: a molecule released into infinite space gains unlimited entropy. In the box the average stays finite. At $K'=0$ each coordinate is uniform on an interval of length $L$, with variance $L^2/12$, so $\langle r^2\rangle=L^2/4$.

Evaluating the averages and the integral over $K'$ by Gauss--Legendre quadrature gives, in kcal/mol,
\begin{center}
\begin{tabular}{cccc}
$L$ (\text{\AA}) & $\Delta F_{\rm box}$ & $kT\ln(L^3/V^\circ)$ & sum\\
20 & $-6.203$ & 0.932 & $-5.271$\\
30 & $-6.924$ & 1.652 & $-5.271$
\end{tabular}
\end{center}
The larger box gives a larger gain on release and a larger cost of compression to $V^\circ$. Their sum is the value found in (d).

The same average shows where the free energy comes from. For the stiff spring $\langle U\rangle=\tfrac12K\langle r^2\rangle=\tfrac32kT=0.889$ kcal/mol, and this energy disappears on release. The remaining $-4.383$ kcal/mol of $\Delta F^\circ$ is $-T\Delta S$ for one molecule released into the fixed volume $V^\circ$. The entropy per molecule of a many-molecule gas at 1 mol/L is larger by $k$, because $\ln N!\simeq N\ln N-N$. Referred to that entropy, the same total splits into an enthalpy change $-\tfrac32kT+kT=-0.296$ kcal/mol, which includes $Pv=kT$, and $-T\Delta S=-4.975$ kcal/mol.

\subsection*{(f) Quantum motion in the spring}

Let $\omega=\sqrt{K/m}$ and $x=\hbar\omega/kT$ (no longer the bound fraction). One axis of the quantum oscillator has the partition function
\begin{equation}
\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
The classical value per axis is $\sqrt{2\pi kT/K}/\Lambda=kT/\hbar\omega=1/x$. The free molecule keeps $V/\Lambda^3$. Hard walls would replace $L/\Lambda$ per axis by $L/\Lambda-\tfrac12$, because the level sum starts at $n=1$, and so raise the free energy by about $3kT\Lambda/2L$; this surface term vanishes in the large-box limit to which the standard state refers. The restrained free energy enters the release with a minus sign, so the release changes by
\begin{equation}
\delta=3kT\ln\frac{x}{2\sinh(x/2)}
=-3kT\ln\frac{\sinh(x/2)}{x/2}\simeq-\frac{kT\,x^2}{8},
\end{equation}
where the last form uses $\sinh y/y\simeq1+y^2/6$ with $y=x/2$. From the classical value, $x=\Lambda/(\sqrt{2\pi}\,s)$: the leading term gives $|\delta|/kT\simeq\Lambda^2/16\pi s^2$, which is only about 0.02 even when the thermal wavelength equals the width $s$ of the cloud, as it nearly does here. For 18 u, $\Lambda=0.2383$ \text{\AA}, so $x=0.2383/(2.5066\times0.2434)=0.391$ and $\delta=-0.011$ kcal/mol. Quantum motion raises the free energy of the restrained state and makes release slightly more favourable. The classical result is adequate here; a lighter particle or a stiffer spring increases $x$.

\section{Two variations}

\subsection*{Variation 1: a spring on the distance}

\emph{The potential is now $\tfrac12K(r-d)^2$, where $r$ is the distance from a fixed point, $d=4$ \text{\AA} and $K$ is as before. Find the release free energy.}

The molecule may move over a spherical shell. With $s^2=kT/K$ and $u=r-d$, its volume is
\begin{equation}
Z_d=4\pi\int_0^\infty r^2e^{-(r-d)^2/2s^2}dr
=4\pi\int_{-d}^{\infty}(u^2+2du+d^2)\,e^{-u^2/2s^2}du .
\end{equation}
Define $G=\int_{-d}^\infty e^{-u^2/2s^2}du=s\sqrt{\pi/2}\,[1+\operatorname{erf}(d/s\sqrt2)]$ and $E=e^{-d^2/2s^2}$. Integration by parts gives $s^2G-ds^2E$ for the $u^2$ term. The linear term gives $2ds^2E$, and the constant term gives $d^2G$. Together,
\begin{equation}
Z_d=4\pi\left[ds^2E+(d^2+s^2)G\right].
\end{equation}
At $d=0$ this is $4\pi s^3\sqrt{\pi/2}=(2\pi s^2)^{3/2}=Z_r$, as it must be. For $d\gg s$, $E$ is negligible and $G\simeq s\sqrt{2\pi}$. The numbers are $Z_d=123.1\ \text{\AA}^3$ and
\begin{equation}
\Delta F^\circ=-kT\ln\frac{V^\circ}{Z_d}=-1.541\ \text{kcal/mol}.
\end{equation}
The gain is smaller than in (d) by 3.730 kcal/mol because the molecule was already free to move around the shell.

\subsection*{Variation 2: a spring too soft for its box}

\emph{Take the spring \eqref{eq:U} with $K=0.1$ kcal/mol/\text{\AA}$^2$ at the centre of a cubic box of volume $V^\circ$. How wrong is \eqref{eq:release}?}

The Gaussian integrals now stop at the walls. Substituting $t=x\sqrt{K/2kT}$ for a coordinate $x$,
\begin{equation}
\int_{-L/2}^{L/2}e^{-Kx^2/2kT}dx=\sqrt{\frac{2\pi kT}{K}}\;\operatorname{erf}(b),
\qquad b=\frac L2\sqrt{\frac{K}{2kT}} .
\end{equation}
The restrained volume is $Z_r\operatorname{erf}^3(b)$, so the release free energy acquires the extra term $3kT\ln\operatorname{erf}(b)$. With $L=11.84$ \text{\AA}, $b=1.72$ and the term is $-0.027$ kcal/mol. Equation \eqref{eq:release} gives $-1.179$, whereas the value for this box is $-1.206$ kcal/mol. The walls cut off the tails of the cloud, so the restrained molecule has less room and gains more on release.

For $K=10$ kcal/mol/\text{\AA}$^2$, $b$ is ten times larger and the term is negligible. In the opposite limit $K\to0$, $\operatorname{erf}(b)\simeq2b/\sqrt\pi$. Each axis then contributes $\sqrt{2\pi kT/K}\,(2b/\sqrt\pi)=L$, and the release free energy in this box tends to zero, as it should when there is no spring left to remove. Formula \eqref{eq:release} misses this limit, because $Z_r$ grows beyond the volume of the box.
